Phonon temperature from the electron energy-gain to energy-loss ratio

**Problem**

A nearly parallel 60 keV electron beam passes through a thin crystal at temperature T. An electron can create a phonon and lose energy E, or absorb one and gain E. The detector aperture is centred on the beam.

(a) Derive the ratio R = I_gain/I_loss for a crystal in thermal equilibrium, and state what the derivation needs.

(b) Evaluate R for E = 100 meV and T = 300 K.

(c) A spectrum has 6100 counts in the gain window and 104000 in the loss window. For each window, a separate background reference holds 8000 counts, to be multiplied by 0.5. The phonon energy is 100 meV with a standard error of 0.5 meV. Find T and its standard error.

(d) The phonon peak is a band of standard deviation 4 meV, recorded with a resolution of 10 meV full width at half maximum. Which energy belongs in the formula? Estimate the other effects left out.

**Solution**

**(a) Detailed balance**

Let E be the energy given to the crystal, so that loss is positive, and let ħq be the momentum given to it. For a weak probe (first Born approximation) the scattering is governed by

S(q,E) = Σ_i Σ_f p_i |⟨f|ρ_q|i⟩|² δ(E − E_f + E_i).

Here i and f label crystal states, p_i is the probability of state i, and ρ_q is a Fourier component of the charge density. Since the charge density is Hermitian, ρ_q† = ρ_−q.

Write the same sum for −q and −E, and exchange the labels i and f:

S(−q,−E) = Σ_i Σ_f p_f |⟨i|ρ_−q|f⟩|² δ(−E − E_i + E_f).

The delta function is even, so it equals δ(E − E_f + E_i). The matrix element ⟨i|ρ_−q|f⟩ is the complex conjugate of ⟨f|ρ_q|i⟩, so the squared magnitudes agree. Equilibrium gives

p_f = p_i exp[−(E_f − E_i)/k_BT] = p_i exp(−E/k_BT),

where the delta function has fixed E_f − E_i = E. Therefore

S(−q,−E) = exp(−E/k_BT) S(q,E).

The sign of q matters. For an electron of speed v, the momentum transfer along the beam is q_z ≈ E/ħv. It is positive for loss and negative for gain. A centred, symmetric aperture also accepts q_⊥ and −q_⊥ equally. Each loss process at q is thus paired with a gain process at −q. The Coulomb factor 1/q⁴ is the same for both when E is far below the beam energy. Summing over the aperture gives

R = I_gain/I_loss = exp(−E/k_BT).

With an off-centre aperture the pairing is lost. If the crystal has time-reversal symmetry and spin can be left aside, its eigenfunctions can be chosen real. Then ⟨f|ρ_−q|i⟩ = ⟨f|ρ_q|i⟩*, so S(q,E) = S(−q,E), and the result is recovered if q_z is negligible beside q_⊥.

A small model shows that this condition has content. Take one particle on a square of four sites with energies 0, 20, 50 and −10 meV in order around the square, hopping amplitude −30 meV, and a magnetic flux that adds a phase of π/2 around the square. Let q give phases of 0.9 and 0.4 rad along the two sides. Diagonalizing this model at 300 K and comparing gain and loss at the same q gives an error in ln R of up to 2.2 among the pairs of levels. Summing over q and −q removes the error.

For a harmonic phonon the ratio has a direct reading. The displacement is proportional to a + a†. From a state with m quanta, the squared matrix element is m + 1 for creation and m for absorption. With mean occupation n,

R = n/(n + 1).

In equilibrium n = 1/[exp(E/k_BT) − 1], so n + 1 = exp(E/k_BT)/[exp(E/k_BT) − 1], and the quotient is again exp(−E/k_BT). If the mode is out of equilibrium, a weak probe still measures n/(n + 1). The temperature obtained then describes this mode's occupation and need not be that of the lattice.

Independent repeated scattering does not spoil the ratio. Let s(E) be a single-event spectrum that obeys s(−E) = exp(−E/k_BT) s(E). For two events,

∫ s(−E′) s(−E + E′) dE′
= ∫ exp(−E′/k_BT) s(E′) exp[−(E − E′)/k_BT] s(E − E′) dE′
= exp(−E/k_BT) ∫ s(E′) s(E − E′) dE′.

The two exponents add to −E/k_BT whatever E′ is. Repeating the argument extends it to more events. If momentum is included, the same steps pair a total transfer q with −q, so a centred, symmetric aperture again gives the ratio.

**(b) The ratio at 300 K**

With k_B = 0.086173 meV/K, the thermal energy is k_BT = 25.852 meV. Hence

E/k_BT = 100/25.852 = 3.868,
R = exp(−3.868) = 0.0209.

There are about 48 loss events for each gain event. The mean occupation is n = 0.0213, so absorption is limited by the scarcity of phonons.

**(c) Temperature and its error**

Taking the logarithm of R and solving for T gives

T = E/[k_B ln(1/R)].

The background in each window is 0.5 × 8000 = 4000 counts, so

N_g = 6100 − 4000 = 2100,
N_l = 104000 − 4000 = 100000,
R = 2100/100000 = 0.0210.

Then ln(1/R) = 3.8632 and

T = 100/(0.086173 × 3.8632) = 300.4 K.

For the error, put u = ln R, so that T = −E/(k_B u). Differentiate at fixed E and use u = −E/k_BT:

dT/du = E/(k_B u²) = k_BT²/E = 77.75 K.

A 1 percent error in R therefore moves T by about 0.8 K. The relative error of T is that of R divided by E/k_BT, here 3.9, so a given relative error of R matters less when E/k_BT is large. A fixed error in the gain counts behaves differently. At fixed N_l and for E above k_BT it matters more as E grows, because the gain peak shrinks exponentially.

A net count is N = G − sM, where G is the gross count, M the reference count and s = 0.5. Both counts are Poisson distributed and independent, with variances estimated by G and M. Subtraction adds the variances:

var N = G + s²M.

This gives

var N_g = 6100 + 0.25 × 8000 = 8100, σ_g = 90,
var N_l = 104000 + 0.25 × 8000 = 106000, σ_l = 325.6.

To first order, δ ln R = δN_g/N_g − δN_l/N_l. The two errors are independent, so their squares add:

σ_lnR = √[(90/2100)² + (325.6/100000)²]
= √(0.04286² + 0.00326²) = 0.0430.

The gain side supplies nearly all of this. The counting error in temperature is

77.75 K × 0.0430 = 3.34 K.

At fixed R, T is proportional to E, so the energy error contributes

T σ_E/E = 300.4 × 0.5/100 = 1.50 K.

The two contributions are independent:

σ_T = √(3.34² + 1.50²) = 3.66 K.

The result is **T = 300.4 ± 3.7 K**, a relative standard error of 1.2 percent. The data are consistent with 300 K.

The linear treatment is adequate here. Let v_g and v_l be the squared relative errors of the two net counts. Expanding the logarithms to second order gives u a mean shift of (v_l − v_g)/2. The curvature of T is

d²T/du² = −2E/(k_B u³) = 2k_B²T³/E²,

and half of this multiplies the variance of u. The mean shift of T is therefore

(k_BT²/E)(v_l − v_g)/2 + (k_B²T³/E²)(v_l + v_g) = −0.03 K,

which is about a hundredth of σ_T.

Without background, and with the same net counts, the variances would be N_g and N_l. The counting error would fall to

77.75 K × √(1/2100 + 1/100000) = 1.71 K.

The background thus roughly doubles the counting error. Longer counting, with the reference lengthened in proportion, reduces the counting part as the inverse square root of time, but leaves the 1.50 K from the energy scale.

The background-free case also shows where the method works well. Put x = E/k_BT. Since N_g = N_l exp(−x),

σ_lnR² = 1/N_g + 1/N_l = [exp(x) + 1]/N_l.

The counting part of σ_T/T is σ_lnR/x, hence

σ_T/T = (1/x) √{[exp(x) + 1]/N_l}.

At fixed N_l this grows as √2/(x√N_l) for small x, because R approaches 1 and hardly depends on temperature. For large x it grows as exp(x/2)/(x√N_l), because the gain peak disappears. A useful phonon energy lies between these limits.

**(d) The energy of a broad peak, and neglected effects**

Let the loss band be a Gaussian in e = |energy| with centroid m_l and standard deviation w. Detailed balance holds at each e, so the gain band is the loss band times exp(−e/k_BT). Completing the square in the exponent gives

−(e − m_l)²/(2w²) − e/k_BT
= −(e − m_l + w²/k_BT)²/(2w²) − m_l/k_BT + w²/[2(k_BT)²].

The gain band has the same width, but its centroid is m_g = m_l − w²/k_BT. The terms free of e give the ratio of areas:

ln R = −[m_l − w²/(2k_BT)]/k_BT = −(m_l + m_g)/(2k_BT).

The energy that belongs to the area ratio is the midpoint of the two centroid magnitudes. An error c in the energy zero changes them to m_l + c and m_g − c, so it cancels in the midpoint. An error in the energy scale does not cancel.

For w = 4 meV at 300 K, w²/k_BT = 16/25.852 = 0.62 meV. If the midpoint is 100 meV, the centroids lie at 100.31 and 99.69 meV. Using the loss centroid alone would give 300.9 K instead of 300 K.

The rule is derived for a Gaussian, but it can serve for other narrow bands without long tails. Take two sharp loss lines at 94 and 104 meV with weights 0.4 and 0.6. Multiplying each by its own Boltzmann factor and computing areas and centroids gives an error of −0.01 K with the midpoint and 1.4 K with the loss centroid. A line with long tails makes the error depend on the windows. For a Lorentzian loss line of half width 3 meV at 100 meV, with matching gain and loss windows, the midpoint error is −0.015 K for windows of ±20 meV, −0.2 K for ±40 meV and −1.5 K for ±70 meV.

A symmetric instrument response preserves areas and centroids, but it changes ratios taken point by point. A Gaussian response of 10 meV full width has standard deviation s = 10/√(8 ln 2) = 4.25 meV. Both peaks then have variance W² = w² + s². Let Ē be the midpoint, d = w²/(2k_BT), and e = Ē + x. The loss and gain peaks are centred at Ē + d and Ē − d, so the ratio of their heights at e obeys

ln R(e) = [(x − d)² − (x + d)²]/(2W²) − Ē/k_BT
= −2xd/W² − Ē/k_BT
= −[Ē + x w²/(w² + s²)]/k_BT.

Blurring has reduced the slope. At e = 105 meV, the fraction w²/(w² + s²) is 0.47, and inserting 105 meV in the inversion formula gives

T = 300 × 105/(100 + 5 × 0.47) = 307.8 K.

This error of 7.8 K is avoided by integrating the whole peaks.

The remaining effects compare as follows.

*Background shape.* If both backgrounds are overestimated by 1 percent, each net count falls by 40. The gain peak loses 1.9 percent of its area and the loss peak 0.04 percent. The inferred temperature falls by 1.5 K, which is not included in σ_T.

*Electron kinematics.* In forward dipole scattering S varies as q², so the intensity carries the factor k_f/(k_0 q²), where k_0 and k_f are the initial and final electron wave numbers. With relativistic wave numbers at 60 keV this factor changes ln R by 3.2 × 10⁻⁶. The relativistic density of final states also carries the total energy of the outgoing electron, which raises the change to 3.5 × 10⁻⁶, or about 3 × 10⁻⁴ K in T. These values hold in the exact forward direction. When the dipole weight is integrated over an aperture of 0.1 to 20 mrad, the shift falls to about 4 to 5 × 10⁻⁵ K.

*Beam heating.* Take a current of 0.1 nA, a rough energy loss of 0.8 eV/nm and a rough thermal conductivity κ = 100 W/(m K). If all the lost energy becomes heat, the power per unit thickness is P = 0.08 W/m. For a uniform spot of radius a = 0.1 nm and a cold rim at b = 1000 nm, the power flowing through radius r is P outside the spot and P r²/a² inside it. Integrating the gradient, which is this power divided by 2πκr, gives

ΔT = [P/(2πκ)] [ln(b/a) + 1/2] ≈ 1 × 10⁻³ K.

Graphite and silicon take about 1.1 eV/nm at 60 keV, which would raise this estimate by about 40 percent. A nearly parallel beam has a wider spot, which lowers it. Over distances shorter than the phonon mean free path, however, heat flow is not diffusive, and the rise can be well above this diffusive estimate. This heating would be a real rise in temperature, not an error of the inversion.

The counts and widths are chosen round values. A real spectrum may contain several modes in one window; if this doubles w, the error from using the loss centroid grows fourfold, to about 4 K. In a working device, energetic carriers can also drive optical phonons out of equilibrium with the lattice. The ratio then reports the occupation of those phonons, and the difference from the lattice temperature depends on the driving and cannot be found from this ratio alone.
